Why a source compliance does not cap the first breakdown current

**The argument under review**

The submitted argument concerns a breakdown test on a low-k dielectric film. A voltage source with its current compliance set to 10 µA is connected by a cable to a metal dot on the film, and the voltage is raised until the film breaks down. The reasoning runs as follows. The source, the cable and the film form one loop. The same current flows everywhere in a loop. The source cannot deliver more than 10 µA, and its meter never shows more. Therefore the new conducting path carries at most 10 µA, and the damage found afterwards is the work of 10 µA.

The first statement can be granted, and so can the third if the limiter acts without delay. The second fails while voltages are changing, and the conclusion falls with it. The question to be answered is what current the path carries in the first moments after it opens, and what part of the circuit sets it.

**The current balance that the argument omits**

Two conductors separated by an insulator store charge. This applies to the core and shield of the cable and to the two electrodes of the film. Let C be all the capacitance connected between the limiter and the breakdown path, and V the voltage across it. Let I_s be the current arriving from the source and I_p the current through the path, both counted positive in the direction that flows from the source through the film. Charge arriving at the sample node either stays on C or leaves through the path:

C dV/dt = I_s − I_p,

so that

I_p = I_s − C dV/dt.

The loop argument amounts to dropping the last term. That is allowed when V is steady. At breakdown V falls, dV/dt is negative, and the term adds to the path current. While the limiter holds I_s at the compliance value Ic, the path current exceeds Ic by −C dV/dt. A meter on the source side measures I_s, so its reading of Ic is correct and says nothing about the excess. The part of the excess that comes from the film's own electrodes does not even cross the sample terminals: it runs from one electrode to the other through the film.

**The discharge after an abrupt opening**

A definite prediction needs a model of the source and of the path. I take an ideal source: it holds the voltage V0 as long as this requires no more than Ic, and otherwise delivers Ic without delay. Before breakdown the leakage is below Ic, so C is charged to V0. At t = 0 the path opens abruptly and from then on has a constant resistance R, which includes any resistance in series between C and the path.

The voltage on a capacitor cannot jump, since a jump would need infinite current. Just after opening it is still V0, and Ohm's law gives

I_p(0) = V0/R ≡ I0.

The compliance does not appear. What follows depends on how I0 compares with Ic.

If I0 < Ic, the source can supply the path while holding V0. The voltage does not fall, the capacitor contributes nothing, and the current stays at I0. The manuscript's bound is then satisfied, but the resistance is what satisfies it.

If I0 > Ic, the source goes into limitation and I_s = Ic. With I_p = V/R the balance becomes

C dV/dt = Ic − V/R.

The right side vanishes at V = Ic R, which suggests the variable u = V − Ic R. Since Ic R is constant, du/dt = dV/dt, and

du/dt = −u/(RC), hence u(t) = u(0) exp(−t/τ), with τ = RC.

Inserting u(0) = V0 − Ic R and dividing V = Ic R + u by R gives

I_p(t) = Ic + (I0 − Ic) exp(−t/τ).

The voltage falls steadily from V0 towards Ic R, which is below V0, so the source remains in limitation, as assumed. The compliance is thus the value that the path current approaches, while V0/R is the value from which it starts.

The time at which the current has come down to 2Ic follows from (I0 − Ic) exp(−t/τ) = Ic:

t₂ = τ ln[(I0 − Ic)/Ic].

The charge passed in excess of the steady current is the integral of the exponential term:

Q = (I0 − Ic) τ = (V0/R − Ic) RC = C(V0 − Ic R).

This is the charge that leaves the capacitor, as it must be. It also shows where capacitance matters. A capacitor on the source side of the limiter has to send its charge through the limiter, and that charge is already counted in Ic. A numerical integration of the circuit with R = 1 kΩ, V0 = 30 V and a compliance of 5 mA tested this. With 116.7 pF on the sample side, Q agreed with C × 25 V to within 0.3 percent. With all but 1 pF moved behind the limiter, Q fell to 1 pF × 25 V = 25 pC, to within 1 percent.

**The numbers for the experiment described**

The manuscript gives no circuit values, so I use rough typical ones: a film 50 nm thick with relative permittivity 3, a dot of diameter 200 µm, a breakdown field of 6 MV/cm, and 1 m of cable with 100 pF per metre. For the path, R = 1 kΩ is an assumed round value. Since 1 MV/cm is 0.1 V/nm,

V0 = 0.6 V/nm × 50 nm = 30 V.

The dot is a parallel-plate capacitor of area π(100 µm)², which gives

C_dot = ε₀ × 3 × area/(50 nm) = 16.7 pF,

and C = 100 pF + 16.7 pF = 116.7 pF. The first current is

I0 = 30 V/1 kΩ = 30 mA,

which is 3000 times the compliance. The time constant is τ = 1 kΩ × 116.7 pF = 116.7 ns, and the current reaches 20 µA after

t₂ = 116.7 ns × ln(2999) = 934 ns.

So for roughly a microsecond the path carries more than twice what the source delivers. The final voltage across it is 10 µA × 1 kΩ = 10 mV.

**Heat, which is what the damage claim needs**

The heat released in R up to time t is the integral of V I_p. Substituting I_p = Ic − C dV/dt gives

E = Ic ∫V dt + (C/2)[V0² − V(t)²],

because V dV/dt is half the time derivative of V². The first term is energy delivered by the source, the second is energy taken from the capacitor. During the discharge the first is about Ic V0 τ = 10 µA × 30 V × 116.7 ns = 0.035 nJ. The second is, with V(t) practically zero,

E = C V0²/2 = 116.7 pF × 900 V²/2 = 52.5 nJ.

The source's share is below 0.1 percent of this. In the later steady state the compliance current heats the path with Ic² R = 0.1 µW, and would need

52.5 nJ/0.1 µW = 0.525 s

to release the same heat. The capacitor does it in a fraction of a microsecond. A damage estimate based on 10 µA leaves out this pulse.

The second term does not contain R. If the path resistance changes during the discharge, the capacitor still gives up C V0²/2, provided that it empties. The resistance decides how fast the energy arrives and how high the current is. Where R consists of several resistances in series, the heat is shared among them, so C V0²/2 is an upper limit for the capacitor's contribution to the breakdown spot itself.

The compliance setting is not useless. Without it the source would go on holding 30 V across 1 kΩ and feed 0.9 W into the path for as long as it stayed connected. The limiter prevents that sustained heating. It does not prevent the initial pulse.

**A possible reply: the path does not open abruptly**

The authors could object that no path opens in zero time. The objection is sound, and it changes the peak. Let the conductance rise linearly, G(t) = t/(R t_f), until it reaches 1/R at the opening time t_f. First leave out the source current. Then C dV/dt = −G V, or

dV/dt = −[t/(τ t_f)] V, so V = V0 exp[−t²/(2τ t_f)],

and the path current during the opening is

I_p = G V = I0 (t/t_f) exp[−t²/(2τ t_f)].

Its derivative has the sign of 1 − t²/(τ t_f), so the current rises until t = √(τ t_f). Two cases arise.

If t_f ≤ τ, this time is not earlier than t_f. The current rises throughout the opening and decays afterwards, when R is constant. The peak is at t = t_f:

I_peak = I0 exp[−t_f/(2τ)].

If t_f > τ, the maximum falls within the opening, where t/t_f = √(τ/t_f) and the exponent is −1/2:

I_peak = I0 √(τ/t_f) exp(−1/2).

At t_f = τ both give I0 exp(−1/2), so the two cases join.

Restoring the source cannot lower these values. Let w be the voltage with the source current minus the voltage without it. Subtracting the two balances gives C dw/dt = I_s − G w, with w(0) = 0 and I_s ≥ 0. Whenever w is zero its rate of change is not negative, so w does not become negative. The voltage, and with it the path current, is at each moment at least as large as without the source. Within the single-capacitor model, the formulas are therefore lower bounds on the peak. A real cable delivers its charge through its wave impedance, which can put the peak slightly below them, by about 2 percent for a 5 ns opening in the example below.

For the example, an opening time of 10 ns gives a bound of 28.7 mA, close to 30 mA. An opening time of 1 µs gives 6.22 mA, still more than 600 times the compliance. The bound comes down to Ic when I0 √(τ/t_f) exp(−1/2) = Ic. Squaring and solving for t_f gives

t_f = (τ/e)(I0/Ic)² = (116.7 ns/2.718) × 3000² = 0.386 s.

For any linear opening faster than this, the bound alone places the peak above the compliance. Slower openings exceed it too, because the voltage still falls while the source is in limitation, but the excess shrinks as the opening becomes slower.

In the opposite limit of very slow opening, the loop argument becomes a good approximation. The source enters limitation when G V0 = Ic, at t_c = t_f Ic/I0. From then on the voltage nearly follows its steady value, V ≈ Ic/G = Ic R t_f/t, which falls at the rate Ic R t_f/t². This rate is largest at t_c, so the excess current is at most of order

C Ic R t_f/t_c² = Ic × (τ/t_f)(I0/Ic)².

It is small compared with Ic when t_f is much longer than τ(I0/Ic)², about 1 s here. A path that grows over tens of seconds is therefore limited by the compliance to good accuracy: the peak exceeds Ic by about 8 percent for an opening time of 10 s and by about 1 percent for 100 s. One that opens within a microsecond is not.

The slow-opening formula also settles what happens as C is made small. With abrupt opening the peak stays at V0/R however small C is, though the pulse becomes shorter. With a fixed opening time, τ eventually drops below t_f, and the peak then shrinks as √C for as long as it remains far above the compliance. For still smaller C the path current tends to the compliance value.

Lowering the compliance, by contrast, does not lower the peak when the path opens fast. With C and R held fixed and an opening time of 1 ns, numerical integration for compliances of 1 µA and 1 mA gave peaks equal to within 0.5 percent.

**What a resistor at the probe can and cannot do**

The authors may wish to repeat the experiment with a resistor Rx between the cable and the dot. Let C1 be the cable capacitance at voltage V1, and C2 the sample capacitance at voltage V2, with the path resistance R across C2. Neglecting Ic during the discharge,

C1 dV1/dt = −(V1 − V2)/Rx,

C2 dV2/dt = (V1 − V2)/Rx − V2/R.

Both voltages start at V0. The first path current is V2(0)/R = V0/R, as before. For an abrupt opening the resistor does not lower it, because the sample capacitance lies on the far side of the resistor.

The heat does change. It is E = B/R, where B is the integral of V2² over all later times. Let A and M be the corresponding integrals of V1² and V1V2, and let r = Rx/R. Multiply the first equation by V1 and integrate. The left side is −C1V0²/2, since V1 falls from V0 to zero, and therefore

A − M = Rx C1 V0²/2.

Multiply the second equation by V2 and integrate:

−C2V0²/2 = (M − B)/Rx − B/R,

so M − B = rB − Rx C2 V0²/2.

A third relation comes from the product V1V2, whose rate of change is V2 dV1/dt + V1 dV2/dt. Integrating it gives

−V0² = −(M − B)/(Rx C1) + (A − M)/(Rx C2) − M/(R C2).

Now insert the first two results. Since r/Rx = 1/R, the three terms on the right are

−(M − B)/(Rx C1) = −B/(R C1) + C2V0²/(2C1),

(A − M)/(Rx C2) = C1V0²/(2C2),

−M/(R C2) = −(1 + r)B/(R C2) + rV0²/2.

Replace B/R by E, multiply the whole relation by C1C2, and collect E on the left:

E[C2 + (1 + r)C1] = V0²[C1C2 + C1²/2 + C2²/2 + rC1C2/2].

The first three terms in the bracket on the right make (C1 + C2)²/2. Hence

E = (V0²/2) [(C1 + C2)² + rC1C2]/(C1 + C2 + rC1).

For r = 0 this is (C1 + C2)V0²/2, the earlier result. For very large r it tends to C2V0²/2: the cable's energy is then released in the resistor, and the sample's own energy remains for the path.

With Rx = 100 kΩ, r = 100 and the quotient of capacitances is

[116.7² + 100 × 100 × 16.7]/[116.7 + 10 000] pF ≈ 17.8 pF,

which multiplied by V0²/2 = 450 V² gives E = 8.03 nJ in place of 52.5 nJ. The neglected source current raises this to about 8.06 nJ over the first 60 µs. The sample alone stores 7.51 nJ, so a larger resistor could gain little more. The 30 mA pulse now lasts for a time constant of 16.5 ns, which is C2 times R and Rx in parallel and slightly below RC2 = 16.7 ns. After it the cable feeds about 30 V/101 kΩ = 0.297 mA through the path, still some 30 times the compliance, with a decay time of 10.1 µs.

Two conditions attach to this remedy. The resistor must sit at the probe, since any cable beyond it counts as part of C2. And leakage before breakdown produces a voltage across it, up to 10 µA × 100 kΩ = 1 V at the compliance, by which the film voltage is lower than the source setting.

**Is a cable a capacitor?**

A cable responds to a change at one end only after a signal has travelled, so treating it as a single capacitor needs support. Let its wave impedance be Z0 = 50 Ω and its one-way delay T = Z0C1 = 5 ns, and connect R suddenly to one end. Neglect C2 for the moment, and regard the limiter end as open because Ic is small. A voltage step s travels into the cable, carrying a current s/Z0 away from the path. The path current is therefore −s/Z0, and Ohm's law requires

V0 + s = −R s/Z0, so s = −V0 Z0/(R + Z0).

The path current is V0/(R + Z0), constant until the echo returns after 2T. At the open end the step is reflected with the same sign and cancels the current, which leaves the cable at the uniform voltage

V0 + 2s = V0 (R − Z0)/(R + Z0).

The process then repeats from this lower voltage. For R > Z0 the discharge is a descending staircase. For R much larger than Z0, each round trip removes a fraction of about 2Z0/R in a time 2T, a relative rate of Z0/(RT) = 1/(RC1), which is the rate of the single capacitor.

For the example, the cable was replaced by a chain of 100 small inductors and capacitors with the dot at its end. The largest departure of the path current from the simple exponential was 3.6 percent of I0. The first current remains V0/R, because the dot's capacitance sits directly at the path. The single-capacitor description would fail for a path resistance comparable with 50 Ω.

**How far the numbers can be trusted for a real film**

The thickness, permittivity, breakdown field and cable capacitance are of the usual order for low-k films on a probe station. The cable value holds for a coaxial cable with a grounded shield. In a triaxial cable with a driven guard, the capacitance between core and guard contributes only to the extent that the guard fails to follow the core during the discharge. With a guard that followed perfectly it would drop out, and the heat would fall towards the 7.51 nJ stored in the sample. The path resistance is the least certain input, and a real path need not keep it constant while nanojoules are released in a small spot. To size this, I let the resistance fall from 1 kΩ towards 300 Ω as 300 Ω + 700 Ω × exp(−10E/E_C), where E is the heat released so far and E_C = 52.5 nJ. This law is an illustration, not a measured property. In the single-capacitor model the peak rises from 30 mA to 75.4 mA (about 76.5 mA when the cable is treated as a 50 Ω line), while the total heat stays at 52.5 nJ. The figure of 30 mA thus belongs to the resistance at the moment of opening and is not an upper bound.

The assumption of an instantaneous limiter can affect the heat strongly. A limiter that relies on a control loop needs time to react. If it takes 1 µs, an assumed value, and the source holds 30 V meanwhile with R fixed at 1 kΩ, the source adds

V0² × 1 µs/R = 900 V² × 1 µs/1 kΩ = 900 nJ.

The total becomes 953 nJ, 18.1 times the ideal-limiter result. In that case the source current itself exceeds the compliance for a microsecond. Resistance in series with the source would reduce the added heat. The ideal limiter assumed above favours the manuscript by leaving this contribution out altogether, and even there the claimed cap fails.

**Recommendation**

The statement that the path current was limited to 10 µA should be replaced by the statement that the source current was limited to that value after any reaction time. The authors should report the capacitance between limiter and film, the breakdown voltage, and the reaction time of the limiter. If they wish to claim a peak current, they need either a current measurement fast enough for the pulse or an estimate of the path resistance and opening time. An external measurement will still miss the current supplied by the film's own electrodes. The values used in this report are collected in the numerical output below.

Computed values

```
film thickness: 50 nm
relative permittivity: 3.0
dot diameter: 200 um
breakdown field: 6.0 MV/cm
breakdown voltage V0: 30.0 V
path resistance R: 1.0 kOhm
compliance current Ic: 10.0 uA
cable length: 1.0 m
cable capacitance: 100.0 pF
sample capacitance: 16.69 pF
total capacitance C: 116.7 pF
initial path current V0/R: 30.0 mA
initial current / compliance: 3000
final path voltage Ic*R: 10.0 mV
time constant R*C: 116.7 ns
time to fall to 2*Ic: 934 ns
charge beyond Ic: 3.500 nC
stored energy C*V0^2/2: 52.5 nJ
simulated heat in 20 R*C: 52.5 nJ
time for Ic alone to give that heat: 0.525 s
sample alone, stored energy: 7.51 nJ
sample alone, time constant: 16.7 ns
probe resistor: 100 kOhm
heat in path with probe resistor: 8.03 nJ
cable current V0/(R+Rx): 0.297 mA
cable decay time (R+Rx)*C1: 10.1 us
peak, 10 ns opening, no source: 28.7 mA
peak, 1 us opening, no source: 6.22 mA
opening time for that peak = Ic: 0.386 s
cable impedance: 50 Ohm
cable one-way delay: 5.0 ns
largest cable-model error / I0: 3.6 %
assumed hot path resistance: 300 Ohm
peak with falling resistance: 75.4 mA
assumed limiter delay: 1.0 us
heat with limiter delay: 953 nJ
heat ratio, delayed / ideal limiter: 18.1
```
